# Hermitian auxiliary fields from non-Hermitian factors, and when their number doubles, part 2

We seek the fewest squares of Hermitian one-body operators that represent the electron interaction; each square takes one real auxiliary field. The $m$ orthonormal orbitals $\phi_p$ may be complex, and $v(1,2)$ is real, exchange-symmetric and positive as an integral kernel. With

$$(pr|qs)=\int\!\!\int \phi_p^*(1)\phi_r(1)\,v(1,2)\,\phi_q^*(2)\phi_s(2),$$

the interaction is

$$H_2=\tfrac12\sum_{prqs}\sum_{\sigma\sigma'}(pr|qs)\,c^\dagger_{p\sigma}c^\dagger_{q\sigma'}c_{s\sigma'}c_{r\sigma}. \tag{1}$$

The integrals are factored with $R$ linearly independent matrices $L_g$:

$$(pr|qs)=\sum_{g=1}^{R}L^g_{pr}\,(L^{g\dagger})_{qs}. \tag{2}$$

Their Hermitian combinations are

$$A_g=\tfrac12(L_g+L_g^\dagger),\qquad B_g=\tfrac i2(L_g-L_g^\dagger), \tag{3}$$

so $L_g=A_g-iB_g$. For any one factor,

$$A^2+B^2=\tfrac12(LL^\dagger+L^\dagger L),\qquad i[A,B]=\tfrac12[L,L^\dagger]. \tag{6}$$

A hat, also written $(X)^\wedge$, means $\hat X=\sum_\sigma\sum_{pr}X_{pr}\,c^\dagger_{p\sigma}c_{r\sigma}$. From

$$c^\dagger_{p\sigma}c^\dagger_{q\sigma'}c_{s\sigma'}c_{r\sigma}=c^\dagger_{p\sigma}c_{r\sigma}\,c^\dagger_{q\sigma'}c_{s\sigma'}-\delta_{rq}\delta_{\sigma\sigma'}\,c^\dagger_{p\sigma}c_{s\sigma'} \tag{9}$$

follows

$$\boxed{\,H_2=\tfrac12\sum_g(\hat A_g^2+\hat B_g^2)-\tfrac12\Big(\sum_g(A_g^2+B_g^2)\Big)^{\!\wedge}\,} \tag{11}$$

For a complete factorization, exchange symmetry gives

$$\sum_gL^g_{pr}(L^{g\dagger})_{qs}=\sum_g(L^{g\dagger})_{pr}L^g_{qs}. \tag{12}$$

A normal field $x$ of zero mean and unit variance gives

$$\big\langle e^{i\sqrt\tau\,x\hat X}\big\rangle=e^{-\tau\hat X^2/2}. \tag{4}$$

Treated alone, a factor needs one field if it is a phase times a Hermitian matrix, and two otherwise. With $N_1$ factors of the first kind and $N_2$ of the second, the factor-by-factor count is

$$F=N_1+2N_2=2R-N_1 \tag{13}$$

The example is a ring of radius 2 bohr with interaction $1/\sqrt{d^2+a^2}=\sum_Qv_Qe^{iQ\theta}$, where $d$ is the chord, $\theta$ the angular separation and $a=1$ bohr. Its orbitals are $e^{ik\theta}/\sqrt{2\pi}$, $k=-1,0,1$, and its factors, for $Q=-2,\dots,2$, are

$$L_Q=\sqrt{v_Q}\sum_k|k+Q\rangle\langle k|,\qquad v_{-Q}=v_Q, \tag{5}$$

with both momenta in the orbital set and $L_{-Q}=L_Q^\dagger$. In hartree, $v_0=0.436998$, $v_1=0.140914$, $v_2=0.065705$. Here $R=5$ and $F=9$, but five fields suffice, because

$$\hat A_Q^2+\hat B_Q^2+\hat A_{-Q}^2+\hat B_{-Q}^2=(\sqrt2\,\hat A_Q)^2+(\sqrt2\,\hat B_Q)^2. \tag{14}$$

### The smallest number of squares

To generalize (14), collect all $A_g$ and $B_g$ in one list of Hermitian matrices $h_k$, $k=1,\dots,2R$. Multiplying out $L=A-iB$ as a tensor product gives

$$L\otimes L^\dagger=A\otimes A+B\otimes B+i(A\otimes B-B\otimes A),$$

and $L^\dagger\otimes L$ is the same with $-i$. Thus

$$T\equiv\tfrac12\sum_g(L_g\otimes L_g^\dagger+L_g^\dagger\otimes L_g)=\sum_kh_k\otimes h_k. \tag{15}$$

$T$ is the integral tensor symmetrized under exchange of the electrons. For a complete factorization it is the integral tensor itself.

Let $S$ be the complex span of the $L_g$ and $S^\dagger$ that of the $L_g^\dagger$. By (3) and its inverse, the $h_k$ span $S+S^\dagger$ over the complex numbers. Define

$$D=\dim(S+S^\dagger)=2R-\dim(S\cap S^\dagger). \tag{16}$$

The second form holds because $S$ and $S^\dagger$ both have dimension $R$. I show that $D$ squares suffice and that fewer cannot give $T$.

**$D$ squares suffice.** Choose Hermitian matrices $E_\alpha$ with $\operatorname{Tr}E_\alpha E_\beta=\delta_{\alpha\beta}$ as a basis and expand $h_k=\sum_\alpha C_{k\alpha}E_\alpha$. The coefficients $\operatorname{Tr}E_\alpha h_k$ are real. A real singular value decomposition, restricted to the nonzero singular values $s_j$, reads

$$C_{k\alpha}=\sum_jU_{kj}\,s_j\,V_{\alpha j},\qquad \sum_kU_{kj}U_{kj'}=\delta_{jj'}.$$

Define $K_j=s_j\sum_\alpha V_{\alpha j}E_\alpha$. These matrices are Hermitian, since they are real combinations of Hermitian matrices, and

$$h_k=\sum_jU_{kj}K_j,\qquad \sum_kh_k\otimes h_k=\sum_{jj'}\Big(\sum_kU_{kj}U_{kj'}\Big)K_j\otimes K_{j'}=\sum_jK_j\otimes K_j. \tag{17}$$

The same step with operator products in place of tensor products shows that both the squares and the one-body correction in (11) are preserved.

The number of $K_j$ is the rank of $C$, which is the dimension of the real span of the $h_k$. This equals the complex dimension $D$. To see it, let real-independent Hermitian matrices $K_j$ satisfy $\sum_j(a_j+ib_j)K_j=0$ with real $a_j,b_j$. The adjoint is $\sum_j(a_j-ib_j)K_j=0$. The sum and difference of the two equations give $\sum_ja_jK_j=0$ and $\sum_jb_jK_j=0$, so all coefficients vanish.

**Fewer squares do not suffice.** Let $T$ act on a matrix $X$ by

$$T(X)=\sum_kh_k\operatorname{Tr}(h_kX).$$

Since $h_k$ is Hermitian, $\operatorname{Tr}(X^\dagger h_k)$ is the conjugate of $\operatorname{Tr}(h_kX)$, and

$$\operatorname{Tr}\big(X^\dagger T(X)\big)=\sum_k|\operatorname{Tr}(h_kX)|^2.$$

$T(X)$ therefore vanishes only if $X$ is orthogonal to every $h_k$. The rank of $T$ is $D$. If $T$ were a sum of $n$ terms $c_jK_j\otimes K_j$, its image would lie in the span of $n$ matrices, and its rank would be at most $n$. Hence $n\ge D$.

The bound concerns squares of spin-summed one-body operators. Within that class, and for an identity required at every electron number, the interaction leaves no freedom to choose another $T$. Suppose $H_2$ is half a sum of squares $c_j\hat K_j^2$ plus a one-body operator. On one-electron states $H_2$ vanishes, which fixes the one-body operator to be minus half the hat of $\sum_jc_jK_j^2$. By (9), what remains is the interaction (1) built from the tensor $\sum_jc_jK_j\otimes K_j$. The part of $H_2$ acting on one up and one down electron is $\sum T_{pr,qs}\,c^\dagger_{p\uparrow}c^\dagger_{q\downarrow}c_{s\downarrow}c_{r\uparrow}$, whose strings are linearly independent, so $H_2$ fixes $T$. Operators that treat the two spins differently are outside this argument. So is a calculation at one fixed electron number $N$. There the product of the number operator with $\hat X$ equals the one-body operator $N\hat X$, so $T$ may be shifted by $1\otimes X+X\otimes1$ and fewer than $D$ squares can suffice. On the ring $\hat L_0^2=v_0N^2$ is then a number, and four fields are enough.

### Limits of the count

**A complete set does not need doubling.** Apply both sides of the exchange relation (12) to a matrix $X$:

$$\sum_gL_g\operatorname{Tr}(L_g^\dagger X)=\sum_gL_g^\dagger\operatorname{Tr}(L_gX).$$

Because the $L_g$ are independent, the traces on the left can be given any values by a choice of $X$, so the left side ranges over all of $S$. In the same way the right side ranges over all of $S^\dagger$. Therefore $S=S^\dagger$ and $D=R$. However non-Hermitian the individual factors look, $R$ Hermitian matrices represent the interaction. A factorization stopped at a threshold is in general not complete in this sense if its factors are non-Hermitian. Then $D$ can exceed $R$, and getting back to about $R$ fields requires discarding the $K_j$ with small $s_j$, which is a further approximation.

**One factor alone.** Here $R=1$. If $L^\dagger$ is proportional to $L$, then $D=1$; otherwise $D=2$. The count for a single factor was thus already minimal. The excess in $F$ arises from adding the minima of factors whose Hermitian parts are linearly dependent on one another.

**When doubling cannot be avoided.** By (16), $D=2R$ when $S$ and $S^\dagger$ share only the zero matrix. This happens if only one member of each pair $L_Q,L_Q^\dagger$ with $Q\neq0$ is kept and $L_0$ is absent. It is a property of an incomplete list, and it is harmless if the list is meant as shorthand for the pairs. The retained factor must then be given the weight $\sqrt2$, as in (14).

**Between the limits.** Take the ring without $L_{-2}$. Four factors remain, but $S+S^\dagger$ still contains $L_2^\dagger$, so $D=5$. Dropping a factor has not saved a field. It has halved the strength of the $|Q|=2$ scattering, since $T$ contains half of $L_2\otimes L_2^\dagger+L_2^\dagger\otimes L_2$.

### What compression does to the random walk

Consider sampling all fields together, with one exponential per time step. Let the $x_k$ be independent normal variables of unit variance. By (17),

$$G=\sum_kx_k\hat h_k=\sum_jy_j\hat K_j,\qquad y_j=\sum_kx_kU_{kj}.$$

The $y_j$ are linear in normal variables, and $\langle y_jy_{j'}\rangle=\sum_kU_{kj}U_{kj'}=\delta_{jj'}$. They are again independent normal variables of unit variance. The random operator $G$ has the same distribution in both descriptions, so every average of $e^{i\sqrt\tau G}$ is the same at any $\tau$. Compression saves random numbers and matrix sums; by itself it does not reduce the statistical spread of this joint step.

The joint step has a time-step error. Write $\Sigma=\sum_k\hat h_k^2$. Averaging the exponential series, with the three pairings of four normal variables, gives

$$\langle e^{i\sqrt\tau G}\rangle=1-\tfrac\tau2\Sigma+\tfrac{\tau^2}{24}\sum_{jk}\big(\hat h_j\hat h_j\hat h_k\hat h_k+\hat h_j\hat h_k\hat h_j\hat h_k+\hat h_j\hat h_k\hat h_k\hat h_j\big)+O(\tau^3).$$

The target is $e^{-\tau\Sigma/2}=1-\tfrac\tau2\Sigma+\tfrac{\tau^2}8\Sigma^2+O(\tau^3)$. If all $\hat h_k$ commute, the three pairings are equal and the second-order terms agree. Otherwise, subtract and take the trace on a space of fixed electron number. The first and third pairings have the same summed trace, which leaves

$$\frac{\tau^2}{24}\sum_{jk}\operatorname{Tr}\big(\hat h_j\hat h_k\hat h_j\hat h_k-\hat h_j^2\hat h_k^2\big)=\frac{\tau^2}{48}\sum_{jk}\operatorname{Tr}\,[\hat h_j,\hat h_k]^2. \tag{18}$$

A commutator of Hermitian operators is anti-Hermitian, so its square has a negative trace unless it vanishes. The error per step is therefore of order $\tau^2$ whenever some of the operators fail to commute on that space.

On the ring they fail to commute because the orbital set is finite. Multiplications by $\cos\theta$ and $\sin\theta$ commute, but their projections on three orbitals do not: by (6), $i[A_1,B_1]=\tfrac{v_1}2(|1\rangle\langle1|-|-1\rangle\langle-1|)$.

For one up and one down electron, the average over the four fields with $Q\neq0$ was computed by Gauss-Hermite quadrature with nine points per field. The field for $Q=0$ couples to the electron number, commutes with everything, and was left out. The largest singular value of the difference from the target is

- $7.1\times10^{-4}$ at $\tau=0.20\ \text{hartree}^{-1}$,
- $1.8\times10^{-4}$ at $\tau=0.10\ \text{hartree}^{-1}$.

The ratio is 3.86. The leading order gives 4, and terms of order $\tau^3$ account for a departure at finite $\tau$.

The eight uncompressed fields must give the same average. At $\tau=0.20$, the eight-field average with four quadrature points per field differs from the nine-point four-field average by $1.7\times10^{-8}$. A four-point rule is exact through $x^7$, so its own error starts at order $\tau^4$. The difference is far below the time-step error, which the two descriptions share.

### Where the non-Hermitian factors come from

A pivoted Cholesky factorization takes the largest diagonal element of the integral matrix, say at the pair $(ab)$. It uses the scaled column as a factor, subtracts the factor times its conjugate, and repeats. The first factor is

$$L_{pr}=\frac{(pr|ba)}{\sqrt{(ab|ba)}},\qquad (L^\dagger)_{pr}=\frac{(rp|ba)^*}{\sqrt{(ab|ba)}}=\frac{(pr|ab)}{\sqrt{(ab|ba)}}.$$

It is Hermitian if $a=b$. For $a\neq b$ it is Hermitian only if $\phi_b^*\phi_a$ and $\phi_a^*\phi_b$ have the same integrals with all pair densities.

If $v(1,2)\ge0$ at every pair of points, as for the ring and the bare Coulomb interaction, the first pivot can be taken at $a=b$. The Cauchy-Schwarz inequality with weight $v$, applied to $|\phi_a(1)\phi_a(2)|$ and $|\phi_b(1)\phi_b(2)|$, gives $(ab|ba)\le\sqrt{(aa|aa)(bb|bb)}$, so no element with $a\neq b$ exceeds the largest $(aa|aa)$. The first factor is then Hermitian and $F\le2R-1$. A periodic interaction with its $Q=0$ term removed is negative for some pairs of points and is not covered: without $v_0$ the ring has $R=4$, its first pivot lies at $a\neq b$, and $F=8=2R$. While every subtracted factor is a phase times a Hermitian matrix, the remainder keeps the exchange symmetry, and a pivot with $a=b$ again gives a Hermitian factor. The largest element of the remainder may, however, lie at $a\neq b$. The first two-field factor, if there is one, therefore comes from a later pivot with $a\neq b$. After such a factor is subtracted the remainder loses the symmetry, and a pivot with $a=b$ no longer guarantees a Hermitian factor.

**Real orbitals.** The product $\phi_p\phi_r$ is symmetric in $p$ and $r$. All columns are real symmetric matrices, and subtraction preserves this. Every $B_g$ vanishes and $F=R$. The factors lie in the space of symmetric matrices, so $R\le m(m+1)/2$.

**The same space in complex orbitals.** Let $\phi'_p=\sum_q\phi_qU_{qp}$ with $U$ unitary. Inserting this in the integrals turns each factor into $L'=U^\dagger LU$, which is Hermitian if $L$ is. Complex orbitals alone therefore do not double the fields. A new Cholesky factorization in the rotated orbitals can raise $F$ well above $R$, because it chooses other columns.

**Orbitals without a real basis.** If the orbital space is not closed under complex conjugation, the symmetric bound on $R$ is no longer guaranteed, and in general only $R\le m^2$ remains. The bound can survive: a phase factor common to all orbitals cancels in every pair density, so the ring orbitals $k=0,1,2$, which are $e^{i\theta}$ times $k=-1,0,1$, have the same integrals and the same $R=5$. The ratio of the two bounds is $2m/(m+1)$, which tends to 2 for large $m$. Where this growth occurs, it is of another kind: there are more independent pair densities, and compression cannot remove them.

These cases can be compared for three orbitals on the ring. The last three sets below are orthonormal combinations of the Fourier functions with momenta from $-3$ to $3$. The second set mixes the real functions $1$, $\cos k\theta$ and $\sin k\theta$ with random real coefficients. The third is the second rotated by a random unitary matrix, and the fourth mixes the functions $e^{ik\theta}$ with random complex coefficients. The integrals come from a double sum over 96 equally spaced angles, and the factors from pivoted Cholesky. The last three rows are for one random draw; in the last two, $F$ depends on the pivots chosen and changes from draw to draw.

| Orbitals | $R$ | $F$ | $D$ |
|---|---|---|---|
| $k=-1,0,1$ | 5 | 9 | 5 |
| real | 6 | 6 | 6 |
| real, rotated | 6 | 10 | 6 |
| generic complex | 9 | 16 | 9 |

By (13), $N_1=2R-F$. In this draw two factors in the rotated set and two in the generic complex set are still of the one-field type, so $F$ stays below $2R$. When the six factors of the real set are carried through the rotation, they need six fields, against ten for the new factorization.

The momentum orbitals span the same space as $1$, $\cos\theta$ and $\sin\theta$. These have six pair products, tied by $\cos^2\theta+\sin^2\theta=1$, which leaves $R=5$. The generic complex set reaches $m^2=9$, above the limit of 6 for any three real orbitals. Its increase from 6 to 9 is a property of the orbitals, while the further increase from 9 to 16 is a property of how the factors were used.
